# Testing a paramagnet against the Stoner criterion

## Problem

A metal has equal numbers of spin-up and spin-down electrons. Its exchange integral is \(I=0.9\) eV, and its density of states at the Fermi level is \(N=1.5\) states per eV, per spin and per atom. Does this paramagnetic state survive at zero temperature, or does it give way to a magnetized one?

Let \(n_\uparrow\) and \(n_\downarrow\) be the numbers of electrons per atom with each spin, and define

\[
n=n_\uparrow+n_\downarrow,\qquad m=n_\uparrow-n_\downarrow .
\]

The total \(n\) is held fixed. With a spin \(g\)-factor of 2, \(m\) is the moment in Bohr magnetons per atom. Exchange is treated in mean field, with the energy per atom

\[
E_x=-\frac I2\left(n_\uparrow^2+n_\downarrow^2\right).
\]

This expression defines \(I\). The magnetization is taken to be uniform, and the bands are rigid: polarization moves the up and down levels against each other but does not change the shape of the density of states. Energies are in eV, the natural unit for the given data.

## First estimate by scaling

Suppose the two sets of levels are displaced by an energy \(\Delta\). About \(N\Delta\) electrons then change spin, so \(m\sim N\Delta\). Each of them is raised in band energy by about \(\Delta\). The cost is therefore

\[
E_{\rm cost}\sim (N\Delta)\,\Delta=N\Delta^2\sim\frac{m^2}{N}.
\]

The exchange energy is quadratic in the spin populations and has the strength \(I\), so the gain is

\[
E_{\rm gain}\sim I m^2 .
\]

Both energies grow as \(m^2\). Making the moment smaller does not favour one over the other, and their ratio is a pure number:

\[
\frac{E_{\rm gain}}{E_{\rm cost}}\sim IN=0.9\times1.5=1.35 .
\]

The estimate identifies the quantity that matters, but it does not settle the question. Numerical factors were dropped from both energies, so the true threshold could be \(IN=1/2\) or \(IN=2\) as far as this argument goes. A value as close to one as 1.35 requires the factors.

## Exact solution for a small moment

"Exact" here refers to the mean-field model at leading order in \(m\).

**Exchange gain.** From the definitions, \(n_\uparrow=(n+m)/2\) and \(n_\downarrow=(n-m)/2\). Hence

\[
n_\uparrow^2+n_\downarrow^2
=\frac{(n+m)^2+(n-m)^2}{4}
=\frac{n^2+m^2}{2},
\]

because the terms \(\pm2nm\) cancel. The exchange energy becomes

\[
E_x=-\frac{I n^2}{4}-\frac{I m^2}{4}.
\]

The first term is constant at fixed \(n\). Polarization thus lowers the energy by \(Im^2/4\).

The same expression gives the shift of the levels. Adding an electron of spin \(\sigma\) changes \(E_x\) at the rate

\[
\frac{\partial E_x}{\partial n_\sigma}=-I n_\sigma
=-\frac{In}{2}\mp\frac{Im}{2},
\]

with the upper sign for spin up. The common shift has no effect on the spin balance. The up levels lie below the down levels by \(Im\).

**Band cost.** Let \(N(\varepsilon)\) be the density of states for one spin, and let \(\mu_\sigma\) be the highest filled level of spin \(\sigma\), measured in the unshifted band. Then

\[
n_\sigma=\int^{\mu_\sigma}N(\varepsilon)\,d\varepsilon,\qquad
e(n_\sigma)=\int^{\mu_\sigma}\varepsilon N(\varepsilon)\,d\varepsilon ,
\]

where \(e\) is the band energy of that spin. Differentiation with respect to the upper limit gives \(dn_\sigma=N(\mu_\sigma)\,d\mu_\sigma\) and \(de=\mu_\sigma N(\mu_\sigma)\,d\mu_\sigma\). Dividing the second by the first,

\[
\frac{de}{dn_\sigma}=\mu_\sigma,\qquad
\frac{d^2e}{dn_\sigma^2}=\frac{d\mu_\sigma}{dn_\sigma}=\frac1{N(\mu_\sigma)} .
\]

Now expand both band energies about \(n/2\), with \(n_\sigma=n/2\pm m/2\). The odd powers of \(m\) cancel in the sum:

\[
e\!\left(\tfrac{n+m}{2}\right)+e\!\left(\tfrac{n-m}{2}\right)-2e\!\left(\tfrac n2\right)
=e''\!\left(\tfrac n2\right)\left(\frac m2\right)^2+O(m^4)
=\frac{m^2}{4N}+O(m^4).
\]

The expansion requires \(N(\varepsilon)\) to be smooth and non-zero at the Fermi level.

**Total.** Adding the cost and the gain,

\[
\Delta E=\frac{m^2}{4N}-\frac{Im^2}{4}+O(m^4)
=\frac{m^2}{4N}\,(1-IN)+O(m^4).
\]

If \(IN<1\), a small moment raises the energy and the paramagnet is locally stable. If \(IN>1\), any sufficiently small moment lowers the energy. This is the Stoner instability criterion. For the given metal

\[
IN=(0.9\ \text{eV})(1.5\ \text{eV}^{-1})=1.35>1 ,
\]

so the criterion is satisfied and the paramagnetic state is unstable. In Hartree units the factors are 0.0331 hartree and 40.8 per hartree, with the same product.

At \(IN=1\) the quadratic term vanishes, and stability against a small moment depends on the higher terms, beginning with \(m^4\). That is why the criterion is a strict inequality.

## The instability as feedback

The product \(IN\) also has a direct mechanical meaning. Impose a small trial moment \(m\). The up levels move down by \(Im/2\), and the down levels move up by the same amount. Refill them to a common Fermi level \(\mu\). Relative to the unshifted band, the up electrons are filled to \(\mu+Im/2\) and the down electrons to \(\mu-Im/2\). To first order, if \(\mu\) changes by \(\delta\mu\),

\[
\delta n_\uparrow=N\left(\delta\mu+\frac{Im}{2}\right),\qquad
\delta n_\downarrow=N\left(\delta\mu-\frac{Im}{2}\right).
\]

Fixed \(n\) requires \(\delta n_\uparrow+\delta n_\downarrow=2N\,\delta\mu=0\), so \(\delta\mu=0\) at this order. The new moment is

\[
m_{\rm new}=\delta n_\uparrow-\delta n_\downarrow=IN\,m .
\]

Here each cycle of splitting and refilling multiplies a small moment by 1.35. With \(IN<1\) a sufficiently small moment would die away instead.

A magnetic field gives a third view. Let it add the energy \(-hm\), where \(h\) is the Bohr magneton times the field. Setting the derivative of the total energy to zero gives

\[
\frac{m}{2N}(1-IN)-h=0
\quad\Longrightarrow\quad
m=\frac{2Nh}{1-IN}.
\]

Without exchange the response would be \(2Nh\), so exchange multiplies it by \(1/(1-IN)\). For a weaker exchange of 0.5 eV and the same \(N\), \(IN=0.75\) and the response is enhanced four times. As \(IN\) approaches 1 from below, it diverges. For the given metal the factor is \(1/(1-1.35)=-2.86\). This is not a diamagnetic response: the stationary point is now an energy maximum, and the system moves away from it.

## Comparison of the estimate and the solution

Take \(m=0.1\) Bohr magneton per atom. The energies per atom are as follows.

| | Scaling | Solution |
|---|---:|---:|
| Band cost | \(m^2/N=6.67\) meV | \(m^2/(4N)=1.67\) meV |
| Exchange gain | \(Im^2=9.00\) meV | \(Im^2/4=2.25\) meV |
| Net change | \(-2.33\) meV | \(-0.58\) meV |

The scaling estimate makes each energy four times too large, but their ratio is right. The factor in the cost can be traced. A moment \(m\) requires \(m/2\) electrons to change spin, since each transfer changes \(m\) by 2. They come from a layer of depth \(m/(2N)\) below the Fermi level and fill a layer of equal height above it. The average rise is \(m/(2N)\), and the cost is

\[
\frac m2\times\frac{m}{2N}=\frac{m^2}{4N}.
\]

The factor \(1/4\) in the gain comes from the definition of \(I\), which makes the level splitting equal to \(Im\). The threshold of one therefore belongs to this convention, together with a density counted for one spin. If the figure 1.5 were the total for both spins, the density per spin would be 0.75 per eV and the product 0.675. The same metal would then fail the criterion.

## A whole band

The criterion uses the density of states at one energy. To see what follows the instability, a whole band is needed. A simple choice is the semi-elliptic form

\[
N(\varepsilon)=\frac{2C}{\pi W}\sqrt{1-\frac{\varepsilon^2}{W^2}},
\]

with \(C=5\) states per spin, as in a d band, and a half-width \(W=2\) eV. The Fermi level is placed in the upper half of the band where \(N=1.5\) per eV. This puts it at \(\varepsilon_F=0.67\) eV above the centre, and integration up to that level gives \(n=7.09\) electrons per atom.

Numerical integration of the band energy, with the exchange term added, gives \(\Delta E=-0.583\) meV at \(m=0.1\), in agreement with the formula. The moment does not stop there. Repeated splitting and refilling carries it to \(m=2.91\), the largest value possible, since \(10-7.09=2.91\). An energy search over 101 equally spaced moments also has its lowest value at that end, 0.42 eV per atom below the paramagnet.

A short bound shows why the full moment can sustain itself. To reach it, the down electrons must lose \(2.91/2=1.46\) electrons per atom. Between \(-\varepsilon_F\) and \(\varepsilon_F\) the density is at least 1.5 per eV, so their highest filled level falls by at most \(1.46/1.5=0.97\) eV, to no lower than \(-0.30\) eV. The top of the filled up band is at 2 eV. A splitting of at most 2.30 eV is therefore needed, while exchange supplies \(0.9\times2.91=2.62\) eV.

## What the criterion leaves open

The inequality \(IN>1\) is sufficient to rule out the paramagnet as the ground state of the model. It is not necessary for a magnetized ground state, because a large moment samples levels far from the Fermi energy. Consider a half-filled band with a dip at its centre:

\[
N(\varepsilon)=0.5+4\varepsilon^2\quad\text{per eV per spin},\qquad |\varepsilon|<1\ \text{eV},
\]

where \(\varepsilon\) is in eV. With \(I=0.9\) eV, \(IN=0.45\), and a small moment costs energy. At full polarization, however, all states above the centre are filled for spin up and all states below it are emptied for spin down. The moment is

\[
m=2\int_0^1(0.5+4\varepsilon^2)\,d\varepsilon=3.67 .
\]

The two spins contribute equally to the band cost,

\[
2\int_0^1\varepsilon(0.5+4\varepsilon^2)\,d\varepsilon=2.50\ \text{eV},
\]

whereas the exchange gain is \(0.9\times3.67^2/4=3.03\) eV. The magnetized state lies about 0.53 eV per atom below the paramagnet, although the paramagnet is locally stable.

The calculation also compares uniform states only. It does not exclude an antiferromagnetic or spiral state of still lower energy.

## Iron and the neglected effects

The given values of \(I\) and \(N\) are close to those found in spin-density-functional calculations for body-centred cubic iron held in a non-magnetic state. The semi-elliptic band is not a calculation of iron. Its final moment of 2.9 exceeds the roughly 2.2 Bohr magnetons per atom of the real metal, so the model should not be used to predict the moment.

Temperature replaces \(N\) by an average of \(N(\varepsilon)\) weighted with \(-\partial f/\partial\varepsilon\), where \(f\) is the Fermi function and the chemical potential is adjusted to keep \(n\) fixed. In the model band at 300 K, the product remains 1.35. Solving numerically for the temperature at which this smearing alone brings it to one gives about 7700 K. The Curie temperature of iron is roughly 1000 K. The two figures cannot be compared closely, because the model band is not that of iron. The model also lets moments disappear only by thermal smearing of the band. In the real metal their directions fluctuate as well, which can destroy the net magnetization while local moments remain.

Spin–orbit coupling in iron shifts the d levels by some hundredths of an eV; take 0.06 eV as a trial value. The coupling splits the levels and mixes the spins, which this model does not contain, so only a crude test of sensitivity is possible: moving the Fermi level of the model band by that amount in either direction changes the product to between 1.33 and 1.36. This shows that the model density varies little on that energy scale; it is not a calculation of the spin–orbit effect. A band with sharp peaks near the Fermi level could change more.

Correlation can reduce a bare exchange integral, by an amount this model cannot supply. A value of \(I\) taken from a spin-density-functional calculation already includes part of that reduction, which should not be counted twice. At fixed \(N\), the instability survives as long as \(I\) stays above \(1/N=0.67\) eV, a reduction of 26%. At fixed \(I\), the same instability requires a density above \(1/I=1.11\) states per eV per spin per atom, a condition to re-examine for a thin film or an interface, where the density of states can differ from that of the bulk.
